# Ludwig–Woodbury rules for 3d impurities in silicon

A 3d atom in silicon may sit in the tetrahedral interstitial site or replace a silicon atom. Let $N$ be its number of 3d plus 4s electrons when free and neutral, and let $q$ be the charge of the impurity in units of $+e$. Iron has $N=8$. The site is taken as undistorted, with full tetrahedral symmetry, and spin–orbit coupling is ignored until part (f).

The five d orbitals split into a triplet $t_2$ $(yz,zx,xy)$ and a doublet $e$ $(x^2-y^2,\,3z^2-r^2)$. Define

$$\Delta=E(e)-E(t_2).$$

The Ludwig–Woodbury model assumes that an interstitial atom takes part in no bonds and that its 4s electrons move into the 3d shell. A substitutional atom completes the four bonds around its site. The remaining d electrons are arranged with the largest possible total spin. These are modelling assumptions, whose limits are examined below.

## (a) Electron count and level order at the substitutional site

**Question.** Four silicon hybrids, each holding one electron, point at the impurity. Their energy is $\varepsilon_h$, and that of the impurity d orbitals is $\varepsilon_d$. A d orbital with its axis along a bond couples to that hybrid with strength $V$. Ignore coupling between hybrids and the impurity p orbitals. Find the order of $e$ and the upper $t_2$ level, and the number $n$ of electrons left for them.

**Model answer.** Take the bond directions

$$\frac{(1,1,1)}{\sqrt3},\quad \frac{(1,-1,-1)}{\sqrt3},\quad \frac{(-1,1,-1)}{\sqrt3},\quad \frac{(-1,-1,1)}{\sqrt3}.$$

On the scale where $(3z^2-1)/2$ equals one along its own axis, the other type of $e$ function is $(\sqrt3/2)(x^2-y^2)$ and a $t_2$ function is $\sqrt3\,xy$. Every bond has $x^2=y^2=z^2=1/3$, so both $e$ functions vanish along every bond. They stay at $\varepsilon_d$.

The $xy$ function has the values $(+,-,-,+)/\sqrt3$ along the four bonds. It therefore couples to the normalized combination $(h_1-h_2-h_3+h_4)/2$ with matrix element

$$\frac12\cdot4\cdot\frac{V}{\sqrt3}=\frac{2V}{\sqrt3}.$$

The other two $t_2$ functions behave alike by symmetry. The two-by-two eigenvalue equation is

$$(\varepsilon_h-E)(\varepsilon_d-E)-\frac{4V^2}{3}=0,$$

with solutions

$$E_\pm=\frac{\varepsilon_h+\varepsilon_d}{2}\pm
\sqrt{\left(\frac{\varepsilon_h-\varepsilon_d}{2}\right)^2+\frac{4V^2}{3}}.$$

For $V\ne0$ the root exceeds $|\varepsilon_h-\varepsilon_d|/2$. Hence $E_+$ lies above both starting energies, and in particular above $e$; $E_-$ lies below both. In this bonding model $\Delta<0$ for the levels $e$ and $E_+$.

The symmetric hybrid combination $(h_1+h_2+h_3+h_4)/2$ has symmetry $a_1$ and couples to the impurity s orbital. If its bonding level also lies below $e$, there are four bonding orbitals, one $a_1$ and three $t_2$, which hold eight electrons. The hybrids bring four electrons and the impurity brings $N-q$, so

$$n_{\rm sub}=4+(N-q)-8=N-4-q.$$

For example, with $\varepsilon_h=0$, $\varepsilon_d=-0.50$ eV and $V=1.00$ eV,

$$E_\pm=-0.25\pm\sqrt{0.0625+1.3333}\ \text{eV},$$

or $-1.43$ and $0.93$ eV. With an s level at $3.00$ eV and a hybrid–s coupling of $1.50$ eV, the bonding $a_1$ level is at $-1.85$ eV. The condition for the count is met: four bonding orbitals lie below $e$ at $-0.50$ eV. The upper $t_2$ level, however, has a d weight of only $\frac12(1-0.25/1.18)=0.39$; the rest is hybrid. Treating it as part of a d shell in the following parts is a further assumption.

## (b) Electron count and level order at the interstitial site

**Question.** State the electron count. Then represent the nearby silicon atoms by equal repulsive point charges: four at the bond length $b$ in tetrahedral directions, and six at $2b/\sqrt3$ along the cubic axes. Find the sign of $\Delta$ and judge how secure it is.

**Model answer.** No bond is broken and none has to be completed, so all remaining valence electrons enter the d shell:

$$n_{\rm int}=N-q.$$

For a charge at $\mathbf R$ outside the d shell, the electron's potential energy is

$$\frac{K}{|\mathbf r-\mathbf R|}
=K\sum_k\frac{r^k}{R^{k+1}}P_k(\hat{\mathbf r}\cdot\hat{\mathbf R}),\qquad K>0.$$

Between d functions odd $k$ vanish by parity, and $k>4$ vanish because a product of two d functions contains no higher angular degree. The $k=0$ term shifts all levels equally. The $k=2$ term cancels within each shell, since the average of $\hat R_i\hat R_j$ is $\delta_{ij}/3$. The splitting comes from $k=4$, where

$$P_4(u)=\frac{35u^4-30u^2+3}{8}.$$

Write $\hat{\mathbf r}=(x,y,z)$ and $s=x^4+y^4+z^4$. The six axial directions give

$$\sum_6P_4=\frac{2(35s-30+9)}8=\frac{35}{4}\left(s-\frac35\right).$$

For the four tetrahedral directions, terms with odd powers of a coordinate cancel. With $x^2y^2+y^2z^2+z^2x^2=(1-s)/2$,

$$\sum_4u^4=\frac49\left[s+3(1-s)\right]=\frac49(3-2s),\qquad \sum_4u^2=\frac43.$$

Therefore

$$\sum_4P_4=\frac18\left[\frac{140(3-2s)}9-40+12\right]
=-\frac{35}{9}\left(s-\frac35\right).$$

The mean of $s$ in each orbital follows from averages over the sphere:

$$\overline{x^8}=\frac{105}{945},\quad
\overline{x^6y^2}=\frac{15}{945},\quad
\overline{x^4y^4}=\frac{9}{945},\quad
\overline{x^4y^2z^2}=\frac{3}{945}.$$

The normalized density of $xy$ is $15x^2y^2$, and that of $x^2-y^2$ is $(15/4)(x^2-y^2)^2$. Thus

$$\langle s\rangle_{t_2}=15\,\frac{15+15+3}{945}=\frac{11}{21},$$

$$\langle s\rangle_e=\frac{15}{4}\,\frac{123+123-2(33)}{945}=\frac57.$$

Here $123=105+9+9$ comes from $x^4s$. The difference is $5/7-11/21=4/21$. With $W=K\langle r^4\rangle/b^5$, the two shells contribute

$$\Delta_4=-\frac{35}{9}\frac4{21}W=-\frac{20}{27}W=-0.741W,$$

$$\Delta_6=\frac{35}{4}\frac4{21}\left(\frac{\sqrt3}{2}\right)^5W
=\frac53\left(\frac{\sqrt3}{2}\right)^5W=0.812W.$$

Their sum is $+0.071W$, so $t_2$ is below $e$. The margin is less than a tenth of either contribution. If the second-shell charges were smaller than the first-shell charges by a factor below $0.741/0.812\approx0.91$, this two-shell result would change sign. Summing many shells of equal charges gives $+0.055W$, again positive but small. Equal bare charges thus give the interstitial order only by a small margin. A constant dielectric screening scales both shells alike, but screening that grows with distance favours the nearer shell and can reverse the sign, so this estimate does not establish the order for real silicon. The order $\Delta>0$ remains an input of the Ludwig–Woodbury model.

At the substitutional site the same many-shell sum gives $-0.775W$, which agrees with the order found from bonding.

## (c) Spin and orbital degeneracy

**Question.** Find $S$ and the orbital degeneracy $D$ for $n$ electrons placed with maximum spin.

**Model answer.** Put electrons of one spin into all five orbitals before using the other spin. Within each spin channel, fill the lower level first. The numbers of up and down electrons are $n$ and $0$ for $n\le5$, and $5$ and $n-5$ for $n\ge5$. Half their difference gives

$$S=\begin{cases}n/2,&n\le5,\\(10-n)/2,&n\ge5.\end{cases}$$

A full spin channel has one orbital arrangement and contributes no orbital degeneracy. Let the channel being filled contain $k_1$ electrons in the lower level, of size $a_1$, and $k_2$ in the upper level, of size $a_2$. Then

$$D=\binom{a_1}{k_1}\binom{a_2}{k_2}.$$

The sizes are $(3,2)$ for an interstitial and $(2,3)$ for a substitutional impurity. Since at most one level in the channel is partly filled, $D$ is 1, 2 or 3. One electron or one hole in a level gives that level's own degeneracy, and cubic symmetry does not split it.

| $n$ | $S$ | Interstitial | $D$ | Substitutional | $D$ |
|---:|---:|:---|---:|:---|---:|
| 1 | 1/2 | $t_2^1$ | 3 | $e^1$ | 2 |
| 2 | 1 | $t_2^2$ | 3 | $e^2$ | 1 |
| 3 | 3/2 | $t_2^3$ | 1 | $e^2t_2^1$ | 3 |
| 4 | 2 | $t_2^3e^1$ | 2 | $e^2t_2^2$ | 3 |
| 5 | 5/2 | $t_2^3e^2$ | 1 | $e^2t_2^3$ | 1 |
| 6 | 2 | $t_2^4e^2$ | 3 | $e^3t_2^3$ | 2 |
| 7 | 3/2 | $t_2^5e^2$ | 3 | $e^4t_2^3$ | 1 |
| 8 | 1 | $t_2^6e^2$ | 1 | $e^4t_2^4$ | 3 |
| 9 | 1/2 | $t_2^6e^3$ | 2 | $e^4t_2^5$ | 3 |

Empty and full d shells have $S=0$, $D=1$. The total degeneracy before spin–orbit coupling is $(2S+1)D$.

## (d) Application to the series Ti to Ni

**Question.** Apply the rules to neutral and singly positive interstitials, and to neutral and singly negative substitutional impurities. Explain the two iron interstitial cases in full.

**Model answer.** Each entry below is $(S,D)$.

| Atom | int. 0 | int. + | sub. 0 | sub. − |
|:---|:---|:---|:---|:---|
| Ti | 2, 2 | 3/2, 1 | 0, 1 | 1/2, 2 |
| V | 5/2, 1 | 2, 2 | 1/2, 2 | 1, 1 |
| Cr | 2, 3 | 5/2, 1 | 1, 1 | 3/2, 3 |
| Mn | 3/2, 3 | 2, 3 | 3/2, 3 | 2, 3 |
| Fe | 1, 1 | 3/2, 3 | 2, 3 | 5/2, 1 |
| Co | 1/2, 2 | 1, 1 | 5/2, 1 | 2, 2 |
| Ni | 0, 1 | 1/2, 2 | 2, 2 | 3/2, 1 |

For neutral interstitial iron, $n=8-0=8$. Five electrons fill the up channel, and the three down electrons fill $t_2$. The configuration is $t_2^6e^2$, with

$$S=\frac{5-3}{2}=1,\qquad D=\binom33\binom20=1.$$

For the positive ion, $n=8-1=7$. The electron removed is a down-spin $t_2$ electron, so the spin rises:

$$t_2^5e^2,\qquad S=\frac{5-2}{2}=\frac32,\qquad D=\binom32\binom20=3.$$

These entries do not say whether a charge state is stable for a Fermi level in the gap; that needs total energies. Where $D>1$, a lattice distortion may lift the orbital degeneracy. The interstitial entries with $n=4$ to $7$ and the substitutional entries with $n=3$ to $6$ hold only while the splitting is small enough compared with the repulsion, as part (e) shows. For substitutional atoms, strong mixing with the dangling hybrids, as in the example of part (a), can make the picture of a separate high-spin d shell inadequate.

## (e) When is maximum spin justified?

**Question.** For which $n$ can a large splitting defeat the maximum-spin filling? Assess the iron predictions using a d shell with Racah repulsion parameters $B=0.10$ eV, $C=0.40$ eV and $|\Delta|=0.80$ eV.

**Model answer.** Compare the number of electrons in the lower level with the largest number that could be there. The interstitial $t_2$ level holds six. Maximum spin leaves an available lower place unused for $n=4,5,6,7$. The substitutional $e$ level holds four, and the same happens for $n=3,4,5,6$. In these cases, moving electrons down gains level energy but costs repulsion energy because spins must pair. A sufficiently large $|\Delta|$ then favours lower spin.

The repulsion also mixes different configurations of the same symmetry, so the filling argument was tested against full diagonalization of the $d^n$ Hamiltonian. At the stated parameters the ground-state $S$ and $D$ agree with the table in part (c) for both level orders and all $n=1$ to $9$. The parameters are round model values, and explicit host orbitals and lattice relaxation are left out of this calculation.

Neutral interstitial iron already has a full $t_2$ level, so no electron can gain energy by moving down. Its two $e$ electrons have parallel spins. The diagonalization retained $S=1$ at every sampled splitting from $0.1$ to $10$ eV.

Positive interstitial iron is conditional. Moving one $e$ electron down changes $t_2^5e^2$ into $t_2^6e^1$, with $S=1/2$. The crossing occurs at

$$\Delta_c=1.94\ \text{eV}=19.4B.$$

The chosen $0.80$ eV is well below it, so $S=3/2$ holds for these parameters. The value $B=0.10$ eV is of free-ion size, and mixing with host orbitals lowers it; at the same splitting and $C/B$, the quartet is lost once $B$ falls below $0.80/19.4=0.041$ eV. For neutral substitutional iron, the maximum-spin state $e^2t_2^2$ gives way to $S=0$ at $|\Delta|=1.70$ eV. The bonding example in part (a) has a splitting of $1.43$ eV, not far below this value, so the high-spin prediction for substitutional iron is not secure. In units of $B$ these thresholds, $19.4B$ and $17.0B$, belong to the ratio $C/B=4$ used here; their values in eV also scale with the chosen $B$.

The label $t_2^5e^2$ for the positive interstitial is itself approximate. The calculated mean $t_2$ occupation is $4.91$, not 5. In the $M_S=3/2$ component of the quartet the up channel is full, and the two down electrons can form $t_2^2$, $t_2e$ or $e^2$. The last is an orbital singlet and cannot mix with the triplet. The state is therefore a mixture of $t_2^5e^2$ and $t_2^4e^3$, with weight $5-4.91=0.09$ on the second. For the neutral atom the occupation is $6.00$.

## (f) Spin–orbit coupling in the positive ion

**Question.** Magnetic resonance on a lowest pair of states is described by an effective spin $1/2$. Could positive interstitial iron show such a signal although its total spin is that found in (d)? Use the one-electron coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, small compared with the separation from other terms, and a spin $g$ factor of 2.

**Model answer.** The three orbital states can be described by an effective angular momentum $L'=1$. To find the sign, apply $l_z=-i(x\partial_y-y\partial_x)$:

$$l_z(yz)=-i\,zx,\qquad l_z(zx)=+i\,yz.$$

For p functions, $l_zx=+iy$ and $l_zy=-ix$. Matching $yz,zx,xy$ to $x,y,z$ shows that $\mathbf l$ acts in $t_2$ as minus the angular momentum of a p electron. Two parallel-spin electrons in $t_2$ have an antisymmetric orbital state, which for two unit angular momenta means $L'=1$. Thus $\mathbf L=-\mathbf L'$ for pure $t_2^5e^2$. Configuration mixing changes the size, while cubic symmetry keeps the form

$$\mathbf L=-\alpha\mathbf L'.$$

The diagonalization gives $\alpha=1.44$.

Next project the coupling onto $S=3/2$. In the state with $M_S=3/2$ the full up channel has zero orbital angular momentum, so all of $L_z$ belongs to down electrons:

$$\zeta\sum_i l_{z,i}s_{z,i}=-\frac\zeta2L_z.$$

Equating this to $\lambda L_zM_S=(3/2)\lambda L_z$ gives $\lambda=-\zeta/3$. Hence

$$H_{\rm so}=\lambda\mathbf L\cdot\mathbf S=A\,\mathbf L'\cdot\mathbf S,\qquad A=\frac{\alpha\zeta}{3}>0.$$

With $\mathbf J=\mathbf L'+\mathbf S$,

$$E_J=\frac A2\left[J(J+1)-2-\frac{15}{4}\right].$$

The energies for $J=1/2,3/2,5/2$ are $-5A/2$, $-A$ and $3A/2$. To first order in $\zeta$, the twelve states split into groups of 2, 4 and 6, with the pair lowest. The first interval is $3A/2=\alpha\zeta/2=0.72\zeta$, and the second is $5/3$ times as large. Diagonalization with the deliberately small value $\zeta=0.10$ meV confirms both relations.

The magnetic moment is proportional to $\mathbf L+2\mathbf S=-\alpha\mathbf L'+2\mathbf S$. Within $J=1/2$, the projections of $\mathbf L'$ and $\mathbf S$ on $\mathbf J$ are

$$\frac{3/4+2-15/4}{2(3/4)}=-\frac23,\qquad
\frac{3/4+15/4-2}{2(3/4)}=\frac53.$$

Therefore

$$g=-\alpha\left(-\frac23\right)+2\cdot\frac53=\frac{10+2\alpha}{3}.$$

For $\alpha=1.44$ this is $3.33+0.96=4.29$, in agreement with the doublet diagonalized at the same small $\zeta$. A larger $\zeta$ mixes in other terms and shifts $g$. The d-shell model itself does not give a small $\alpha$: for splittings below the spin crossing it stays between about $1.3$ and $1.5$. The value $4.29$ therefore belongs to the model; the measured $g$ of this centre in silicon is near $3.5$. If effects outside it, such as mixing with host orbitals or coupling to lattice vibrations, strongly reduced the orbital moment, the formula would tend to $3.33$, provided the $J$ splitting still exceeded the magnetic and strain energies. At $\alpha=0$ itself the three $J$ levels coincide to first order in $\zeta$, and the formula no longer describes an isolated doublet.

The answer is yes: the effective spin $1/2$ counts the two lowest states, while the electrons still have $S=3/2$. Here $g$ is far from 2 because the spin $3/2$ and the orbital moment both contribute. A departure from 2 does not by itself prove a larger spin, since an orbital moment can also shift $g$ when $S=1/2$. For an orbital triplet with $S=1/2$, however, the same projection gives $|g|=(2+4\alpha)/3$ in the $J=1/2$ pair, which is 2 at $\alpha=1$ and would need $\alpha\approx2.7$ to reach $4.29$. The underlying values are listed in the numerical output, where the orbital degeneracy $D$ is printed as g, the bond length $b$ appears as d in the point-charge unit, and the value printed for $\alpha=0$ is the limit of the $g$ formula as $\alpha\to0$, not the $g$ factor of an isolated doublet at $\alpha=0$.

## Calculated quantities

```
Model: B=0.10 eV, C=0.40 eV, |delta|=0.80 eV
Point charges, E(e)-E(t2), unit charge factor*<r^4>/d^5:
 interstitial, 4 first neighbours: -0.7407
 interstitial, 6 second neighbours: 0.8119
 interstitial, first two shells: 0.0712
 interstitial, many shells: 0.0547
 substitutional, many shells: -0.7753
Bond model inputs (eV): hybrid 0.00, d -0.50, s 3.00
 couplings (eV): hybrid-d 1.00, hybrid-s 1.50
 levels (eV): a1 -1.854, t2 -1.431, e -0.500, t2* 0.931
Diagonalized d^n: S and orbital degeneracy g, with rule filling
 d1 | int t2^1 e^0: S=0.5 g=3 | sub e^1 t2^0: S=0.5 g=2
 d2 | int t2^2 e^0: S=1.0 g=3 | sub e^2 t2^0: S=1.0 g=1
 d3 | int t2^3 e^0: S=1.5 g=1 | sub e^2 t2^1: S=1.5 g=3
 d4 | int t2^3 e^1: S=2.0 g=2 | sub e^2 t2^2: S=2.0 g=3
 d5 | int t2^3 e^2: S=2.5 g=1 | sub e^2 t2^3: S=2.5 g=1
 d6 | int t2^4 e^2: S=2.0 g=3 | sub e^3 t2^3: S=2.0 g=2
 d7 | int t2^5 e^2: S=1.5 g=3 | sub e^4 t2^3: S=1.5 g=1
 d8 | int t2^6 e^2: S=1.0 g=1 | sub e^4 t2^4: S=1.0 g=3
 d9 | int t2^6 e^3: S=0.5 g=2 | sub e^4 t2^5: S=0.5 g=3
Predictions (d count, S, g): int 0 | int + | sub 0 | sub -
 Ti: d4 2.0 2 | d3 1.5 1 | d0 0.0 1 | d1 0.5 2
 V: d5 2.5 1 | d4 2.0 2 | d1 0.5 2 | d2 1.0 1
 Cr: d6 2.0 3 | d5 2.5 1 | d2 1.0 1 | d3 1.5 3
 Mn: d7 1.5 3 | d6 2.0 3 | d3 1.5 3 | d4 2.0 3
 Fe: d8 1.0 1 | d7 1.5 3 | d4 2.0 3 | d5 2.5 1
 Co: d9 0.5 2 | d8 1.0 1 | d5 2.5 1 | d6 2.0 2
 Ni: d10 0.0 1 | d9 0.5 2 | d6 2.0 2 | d7 1.5 1
Fe_i charge +0: S=1.0, g=1, mean t2 occupation 6.000
Fe_i charge +1: S=1.5, g=3, mean t2 occupation 4.908
Fe_i(0) keeps S=1 for delta 0.1 to 10.0 eV
Fe_i(+) critical |delta| 1.942 eV = 19.42 B; S above it 0.5
Fe_s(0) critical |delta| 1.703 eV = 17.03 B; S above it 0.0
Fe_i(+) orbital factor alpha 1.4394; zeta 0.10 meV
 J=1/2 to 3/2 interval / zeta: 0.7196, formula 0.7197
 ratio of second to first interval: 1.6667
 g of lowest doublet: 4.293, formula 4.293
 g with orbital moment fully quenched (alpha=0): 3.333
```
